# Why the Schwarz Bound Misses Distance, and What Exchange Screening Gains

**The argument under review.** The manuscript screens two-electron integrals for the exchange matrix with the Schwarz bound alone. It defends this in three steps. The bound is rigorous, and it is an equality when bra and ket coincide. It becomes tiny for "distant functions", so distant integrals are discarded automatically. Finally, exchange is short-ranged, so any remaining distance dependence is irrelevant.

The first step is correct. The second confuses two distances, and the third holds only in part. The analysis below uses real basis functions and Hartree atomic units.

**1. Which distance does the bound see?**

Write $A(\mathbf r)=i(\mathbf r)j(\mathbf r)$ and $B(\mathbf r)=k(\mathbf r)l(\mathbf r)$, and

$$(A|B)=\iint \frac{A(\mathbf r_1)B(\mathbf r_2)}{r_{12}}\,d\mathbf r_1d\mathbf r_2 .$$

The Fourier transform of $1/r$ is $4\pi/k^2>0$, so $(A|A)\ge 0$ for every $A$. Hence $(A+tB|A+tB)=(A|A)+2t(A|B)+t^2(B|B)$ is non-negative for all real $t$. Its discriminant cannot be positive, which gives

$$|(A|B)|\le Q_AQ_B,\qquad Q_A=(A|A)^{1/2}.$$

Each factor is the square root of the self-repulsion of one pair. It becomes tiny when $i$ and $j$ are far apart, because their product is then small everywhere. The fall need not be monotonic: for an s and a $p_z$ function on one centre, $Q_A$ can first rise as they separate along $z$, since the pair acquires a charge. Neither factor changes when the whole pair $kl$ is carried away from $ij$. The manuscript's "distant functions" are functions within one pair; the distance $R$ between bra and ket is absent from the bound.

**2. How large is the overestimate?**

Take pairs of s Gaussians. Each product is again a Gaussian,

$$A(\mathbf r)=S_A\left(\frac p\pi\right)^{3/2}e^{-p|\mathbf r-\mathbf P|^2},$$

where $S_A$ is the overlap, or charge, of the pair and $p$ is the sum of its two exponents. Let $B$ have charge $S_B$, exponent $q$ and centre at distance $R$ from $\mathbf P$. The transforms are $S_Ae^{-k^2/4p}$ and $S_Be^{-k^2/4q}$, apart from phases. With $1/\rho=1/p+1/q$, the angular integration leaves

$$(A|B)=S_AS_B\,\frac2\pi\int_0^\infty e^{-k^2/4\rho}\,\frac{\sin kR}{kR}\,dk .$$

Let $F(R)=\int_0^\infty e^{-k^2/4\rho}\,k^{-1}\sin kR\,dk$. Then $F'(R)=\int_0^\infty e^{-k^2/4\rho}\cos kR\,dk=\sqrt{\pi\rho}\,e^{-\rho R^2}$ and $F(0)=0$, so $F(R)=\tfrac\pi2\,\mathrm{erf}(\sqrt\rho R)$. Therefore

$$(A|B)=S_AS_B\,\frac{\mathrm{erf}(\sqrt\rho\,R)}{R}.$$

For the self-repulsion set $q=p$, so that $\rho=p/2$, and let $R\to0$, where $\mathrm{erf}(x)\to2x/\sqrt\pi$. This gives $(A|A)=S_A^2\sqrt{2p/\pi}$, or $Q_A=|S_A|(2p/\pi)^{1/4}$. The overestimate is

$$\frac{Q_AQ_B}{|(A|B)|}=\sqrt{\frac2\pi}\,(pq)^{1/4}\frac{R}{\mathrm{erf}(\sqrt\rho\,R)} .$$

At large $R$ the error function tends to one. With the pair length $\ell_A=S_A^2/Q_A^2$, which equals $\sqrt{\pi/2p}$ here, the ratio becomes

$$\frac{Q_AQ_B}{|(A|B)|}\to\frac{R}{\sqrt{\ell_A\ell_B}} .$$

So "a factor of $R$" means $R$ measured in the pairs' own lengths. At $R\to0$ the ratio is instead $[(p+q)/(2\sqrt{pq})]^{1/2}$, which is one for $p=q$ and larger otherwise. The bound is good where the pairs coincide and have similar widths.

For $p=q=1$ bohr$^{-2}$ and unit charges, $\ell=1.2533$ bohr. At $R=20$ bohr the integral is $0.05000$ hartree while the Schwarz value is $0.79788$ hartree. Their ratio is $20/1.2533=15.96$. At 5 bohr it is already 3.99. The ratio formula was also tested on four functions with different centres and exponents.

If a pair has no charge, the overestimate grows faster with distance. Consider an s and a $p_z$ function on one centre. Their product is proportional to $ze^{-pr^2}$, which is a derivative of a Gaussian with respect to the position of its centre. Its leading moment is a dipole $d_A$. With both centres on the $z$ axis and the ket at larger $z$, differentiating $1/R=1/(z_B-z_A)$ gives, beyond overlap,

$$d_AS_B\,\frac{\partial}{\partial z_A}\frac1R=\frac{d_AS_B}{R^2},\qquad
d_Ad_B\,\frac{\partial^2}{\partial z_A\partial z_B}\frac1R=-\frac{2d_Ad_B}{R^3}.$$

The Schwarz value remains constant, so the overestimate grows as $R^2$ and $R^3$. In general, leading multipoles of orders $l$ and $m$ give $R^{1+l+m}$, because each order adds one derivative of $1/R$. For special orientations the leading term vanishes. The integral then falls faster still or is zero by symmetry, as for an s-p pair whose dipole is perpendicular to the line joining it to a spherical charge. Doubling the distance from 20 to 40 bohr gave powers of 1.0000, 2.0000 and 3.0000 for charge-charge, charge-dipole and dipole-dipole pairs.

**3. Can distance be included without losing rigour?**

It can, in two ways. The first applies Cauchy-Schwarz differently. Since $1/r_{12}$ is positive at every pair of points, it can serve as a weight. Group the integrand as $[i(1)k(2)]\,[j(1)l(2)]$:

$$|(ij|kl)|\le\left[\iint\frac{i(1)^2k(2)^2}{r_{12}}\right]^{1/2}\left[\iint\frac{j(1)^2l(2)^2}{r_{12}}\right]^{1/2}=[(ii|kk)(jj|ll)]^{1/2}.$$

Exchanging $k$ and $l$ gives a companion bound. For normalized functions both fall as $1/R$ when bra and ket separate. What they lose is the overlap within a pair: if $i$ and $j$ are far apart, the integral is tiny but $(ii|kk)$ and $(jj|ll)$ need not be.

The second way retains both effects. Suppose $|A(\mathbf r)|\le g_A(|\mathbf r-\mathbf P|)$, where $g_A$ is spherical about $\mathbf P$ and has integral $N_A$. By Newton's theorem a shell of radius $s$ and unit charge produces the potential $1/\max(r,s)\le1/r$. The potential of $g_A$ is therefore at most $N_A/|\mathbf r-\mathbf P|$ everywhere, inside the distribution as well. With a similar $g_B$ about $\mathbf P'$, where $|\mathbf P-\mathbf P'|=R$,

$$|(A|B)|\le(g_A|g_B)\le N_A\int\frac{g_B(|\mathbf r-\mathbf P'|)}{|\mathbf r-\mathbf P|}\,d\mathbf r\le\frac{N_AN_B}{R}.$$

The last integral is the potential of $g_B$ at $\mathbf P$, to which Newton's theorem applies again. No assumption of non-overlapping pairs has been made. When $R$ is small the bound is merely weak, and Schwarz is the better choice; the smaller of the two is again a bound.

For a Gaussian times a monomial of degree $l$ about its centre, $|x^ay^bz^c|\le r^l$ gives a majorant with

$$N=|c_0|\,4\pi\int_0^\infty r^{l+2}e^{-pr^2}dr=|c_0|\,\frac{2\pi\,\Gamma\!\left(\frac{l+3}2\right)}{p^{(l+3)/2}},$$

where $c_0$ is the prefactor. A polynomial is treated term by term. Because $N$ does not vanish for a dipole, the bound remains valid there, but it falls as $1/R$ and misses the extra powers. It was tested for s-p pairs down to $R=0.3$ bohr.

A contracted pair contains several primitive products with different centres. For exponents $\alpha,\beta$ on atoms at $\mathbf X_i,\mathbf X_j$, the displacement from the midpoint is

$$\frac{\alpha\mathbf X_i+\beta\mathbf X_j}{\alpha+\beta}-\frac{\mathbf X_i+\mathbf X_j}2=\frac{\alpha-\beta}{2(\alpha+\beta)}(\mathbf X_i-\mathbf X_j).$$

If both atoms carry the same contraction, its magnitude is at most

$$h_A=\frac{|\mathbf X_i-\mathbf X_j|}2\,\frac{\alpha_{\max}-\alpha_{\min}}{\alpha_{\max}+\alpha_{\min}}.$$

By the triangle inequality no two primitive centres are closer than $R_{\min}=R_{\rm mid}-h_A-h_B$, where $R_{\rm mid}$ is the distance between the pair midpoints. Summing the primitive bounds gives $|(A|B)|\le N_AN_B/R_{\min}$ if $R_{\min}>0$; otherwise one uses Schwarz. For s functions with positive contraction coefficients, the primitives are their own majorants and $N_A=S_A$. The bound then costs no more than an overlap matrix and a table of positions.

**4. Are the QQR and CSAM estimates also bounds?**

They are not, and the difference should be stated if one replaces Schwarz in the manuscript. The QQR form is

$$\frac{Q_AQ_B}{R-e_A-e_B},$$

with extents $e$ that describe the size of the pairs. Its numerator is already an energy, so the division by a length in bohr implies a hidden length of 1 bohr. For charged pairs at large $R$, using $|S_AS_B|=Q_AQ_B\sqrt{\ell_A\ell_B}$,

$$\frac{\text{QQR}}{|(A|B)|}=\frac{1\ \text{bohr}}{\sqrt{\ell_A\ell_B}}\;\frac{R}{R-e_A-e_B}.$$

Diffuse pairs have $\ell>1$ bohr, and the estimate then falls below the integral once $R$ is large enough. For $p=q=0.2$ bohr$^{-2}$, $\ell=\sqrt{\pi/0.4}=2.80$ bohr. With extents of 3.678 bohr and $R=40$ bohr the ratio is $(1/2.80)(40/32.64)=0.44$: the estimate is 0.0109 hartree and the integral 0.0250 hartree.

The CSAM estimate combines the two Cauchy-Schwarz inequalities:

$$|(ij|kl)|\approx Q_{ij}Q_{kl}\max(M_{ik}M_{jl},M_{il}M_{jk}),\qquad M_{ik}=\frac{(ii|kk)^{1/2}}{[(ii|ii)(kk|kk)]^{1/4}} .$$

For $i=j$, $k=l$ the denominator of $M_{ik}^2$ cancels $Q_{ii}Q_{kk}$, and the estimate equals $(ii|kk)$. At large $R$ each $M$ falls as $R^{-1/2}$, so their product falls as $1/R$. This is right when both pairs carry a charge. For a charge and a dipole the integral falls as $1/R^2$, and the estimate becomes too large. In other cases it can be too small. Let identical functions $i$ and $j$ sit at distance $D$ on either side of a centre that carries $k=l$. The charge of $ij$ is centred on $k$, so there is no bra-ket separation to correct for. Yet $M_{ik}M_{jk}$ still falls as $1/D$.

**5. What does distance change in full-range exchange?**

For a closed shell with density matrix $P$, the exchange matrix is

$$K_{ik}=\sum_{jl}P_{jl}\,(ij|kl).$$

Here $P$ connects a function of the bra with one of the ket. Its decay therefore limits $R$, which is the sound part of the manuscript's third step. In the Coulomb matrix $\sum_{kl}P_{kl}(ij|kl)$ the density matrix acts within the ket and imposes no such limit.

By permutational symmetry one integral enters $K_{ik}$, $K_{il}$, $K_{jk}$ and $K_{jl}$. It is kept if its bound times the largest of $|P_{jl}|,|P_{jk}|,|P_{il}|,|P_{ik}|$ reaches a threshold $\tau$. With a rigorous bound every omitted term is below $\tau$. An element of $K$ has $n^2$ terms for $n$ basis functions, so its error is at most $n^2\tau$.

To see the effect of distance, let $|P|\simeq ce^{-\kappa R}$ and fix the two pair charges. The largest retained distances, $R_s$ for Schwarz and $R_d$ with the factor $1/R$, satisfy

$$ce^{-\kappa R_s}Q_AQ_B=\tau,\qquad ce^{-\kappa R_d}\,Q_AQ_B\frac{\sqrt{\ell_A\ell_B}}{R_d}=\tau .$$

Dividing the second equation by the first and taking logarithms,

$$R_s-R_d=\frac1\kappa\ln\frac{R_d}{\sqrt{\ell_A\ell_B}} .$$

The gain in reach is logarithmic in $R_d$, but it is multiplied by the decay length $1/\kappa$. An overestimate by a factor $f$ also does not mean $f$ times too many integrals. It adds those whose true weighted size lies between $\tau/f$ and $\tau$.

I checked this on two rows of 60 hydrogen atoms with RHF/STO-3G and $\tau=10^{-8}$ hartree. One row has alternating spacings of 1.4 and 2.6 bohr, the other equal spacings of 2.0 bohr. They are test systems for screening in a minimal basis, not predictions about real hydrogen. At 20 to 21 atoms apart, the largest $|P|$ is $9.3\times10^{-6}$ in the alternating row and $2.7\times10^{-2}$ in the equal one.

In the alternating row Schwarz keeps 30,918 distinct integrals and the rigorous distance bound 25,058; 23,980 are needed by their true size. The reach, meaning the largest midpoint distance among kept integrals, drops from 65.4 to 49.4 bohr, which is also the true reach. A crude use of the formula sets $c=1$ and the pair lengths to 1 bohr. The density-matrix value at about 40 bohr then gives $\kappa\approx11.6/40=0.29$ bohr$^{-1}$ and a shift of $\ln(49.4)/0.29\approx13$ bohr, against the 16 bohr found. This is a consistency check on the size, not a test of the exponential model.

In the equal row the counts are 54,716, 45,219 and 44,145. The reach is the full 118 bohr in all three cases, so here the distance factor removes integrals without shortening the reach. It removes more integrals than in the alternating row, 9,497 against 5,860, but a slightly smaller fraction, 17.4 against 19.0 per cent. At this length the row with the slower decay of $P$ saves more integrals but not a larger percentage. The comparison depends on length: the fractions for the equal and alternating rows are about 9 and 13 per cent at 30 atoms and about 22 and 20 per cent at 84 atoms. They also depend on the basis: with 6-31G at 30 atoms they are about 11 and 13 per cent. For full-range exchange the manuscript's omission costs efficiency, by a moderate amount in these rows, and does not damage accuracy.

**6. Does the same conclusion hold for short-range exchange?**

It does not. Screened hybrid functionals of the HSE type use exchange with the kernel $\mathrm{erfc}(\omega r)/r$, whose transform is $(4\pi/k^2)(1-e^{-k^2/4\omega^2})$. This is positive, so the Schwarz bound remains valid, and it remains independent of $R$. The extra exponential repeats the integral of section 2 with $\rho$ replaced by $\theta$:

$$(A|B)_{\rm sr}=S_AS_B\frac{\mathrm{erf}(\sqrt\rho R)-\mathrm{erf}(\sqrt\theta R)}R,\qquad\frac1\theta=\frac1p+\frac1q+\frac1{\omega^2}.$$

The numerator equals $\mathrm{erfc}(\sqrt\theta R)-\mathrm{erfc}(\sqrt\rho R)$. Dropping the second, positive function gives

$$|(A|B)_{\rm sr}|\le |S_AS_B|\,\frac{\mathrm{erfc}(\sqrt\theta R)}R .$$

The right side decreases with both $\theta$ and $R$. For positively contracted s functions it therefore stays a bound with $R_{\min}$ and with the smallest $\theta$. Every pair exponent is at least $2\alpha_{\min}$, so that value follows from $1/\theta=1/\alpha_{\min}+1/\omega^2$.

With $\omega=0.2$ bohr$^{-1}$ and the unit pairs of section 2, the integral at 20 bohr is $2.6\times10^{-9}$ hartree, and the new bound agrees with it to the printed digits. Schwarz still gives 0.581 hartree. The overestimate is no longer a factor of $R$ but about $2\times10^8$. This number depends strongly on $\omega$: for $\omega=0.11$ bohr$^{-1}$, close to the value in HSE06, the same pairs at 20 bohr give about $6\times10^3$.

For the rows I used the same full-range RHF density and changed the kernel in $K$, with $\omega=0.2$ bohr$^{-1}$. (With $\omega=0.11$ bohr$^{-1}$ the equal row gives 53,568 integrals for Schwarz, 20,592 out to 30 bohr for the distance bound and 17,307 needed, and the growth factors discussed below become 3.92 and 2.35.) In the equal row Schwarz keeps 52,581 integrals out to 118 bohr. The rigorous distance bound keeps 15,508 out to 19.0 bohr, and 11,843 are needed. In the alternating row the corresponding counts are 29,431, 14,103 and 10,679. The excess over the needed number is larger than for the full kernel. The bound puts the smallest exponent and $R_{\min}$ into a rapidly falling function, which loosens it; how much of the excess this explains was not measured.

The growth with size matters more than these counts. From 30 to 60 equally spaced atoms, the Schwarz list grows by a factor of 3.91, close to a factor of 4. A factor just below 4 would result if the number $N$ of pairs $ij$ with appreciable overlap doubled and all $N(N+1)/2$ distinct combinations of two such pairs were kept. It is only a reference value here: in a finite row the number of pairs slightly more than doubles, while the density matrix removes some combinations. The distance-screened list grows by 2.26. For a row of length $L$ and a sharp reach $W$, the number of pairs of midpoints is proportional to $LW-W^2/2$, the second term being the loss at the ends. With $W=19$ bohr and $L=58$ and 118 bohr, the ratio is $2061.5/921.5=2.24$. A sharp reach is a simplification, so the close agreement should not be stressed, but the estimate shows that the ends alone can produce an excess over 2 of this order. In this model the growth becomes linear for $L\gg W$. The Schwarz list grows nearly quadratically only while the row is shorter than the reach set by the decay of $P$. Beyond that reach, which is 65 bohr in the alternating row, it too becomes linear, with a larger prefactor.

CSAM gives shorter lists, but it omits needed integrals: 1,396 for full and 1,616 for short-range exchange in the equal row. Among full-range integrals above $10^{-8}$ hartree in that row, its smallest ratio to the true value is 0.23. The largest error in an element of $K$ is $2.1\times10^{-7}$ hartree for the short-range kernel, about twenty times $\tau$. With the rigorous bound the largest error in the four cases is $4.2\times10^{-8}$ hartree, far below the guarantee $n^2\tau=3.6\times10^{-5}$ hartree. CSAM may be a reasonable choice, but its threshold must be validated by the error in $K$, since no inequality protects it.

**Requested revision.** The claim that Schwarz screening discards distant integrals should be withdrawn. If the manuscript treats full-range exchange alone, its results can stand, with the longer integral list acknowledged. If it treats short-range exchange, the screening should include $R$, and any scaling attributed to the short-range kernel should be measured again. The numerical output gives the counts and errors for the rows of 60 atoms with both kernels.

## Numbers as computed

```
Model pairs: total exponent p = q = 1.0 bohr^-2, charge 1
Pair length l = S^2/Q^2 = 1.2533 bohr
Short-range parameter omega = 0.20 bohr^-1
R/bohr: exact, Schwarz (hartree), ratio | short-range same, bound
   5: 0.20000 0.79788 3.989 | 3.471e-02 0.58073 3.471e-02
  10: 0.10000 0.79788 7.979 | 6.496e-04 0.58073 6.496e-04
  20: 0.05000 0.79788 15.958 | 2.615e-09 0.58073 2.615e-09
Power of R in Schwarz/exact, charge-charge, charge-dipole,
  dipole-dipole: 1.0000 2.0000 3.0000
Diffuse pairs, p = q = 0.2 bohr^-2, R = 40 bohr:
  extent of each 3.678 bohr, exact 0.02500, QQR 0.01093 hartree, ratio 0.437
Hydrogen rows, RHF/STO-3G, tau = 1e-08 hartree
  largest |P| 20-21 atoms apart, alternating 60: 9.34e-06
  largest |P| 20-21 atoms apart, equal 60: 2.73e-02
Columns: quartets kept, reach/bohr, needed but missed, K error/hartree
alternating 60, full exchange:
  Schwarz      30918   65.4       0 2.0e-08
  rigorous     25058   49.4       0 2.0e-08
  CSAM         23179   49.4     801 4.2e-08
  true size    23980   49.4       0 3.3e-08
equal 60, full exchange:
  Schwarz      54716  118.0       0 1.3e-08
  rigorous     45219  118.0       0 4.2e-08
  CSAM         42753  118.0    1396 6.8e-08
  true size    44145  118.0       0 4.2e-08
alternating 60, short-range exchange:
  Schwarz      29431   65.4       0 1.0e-08
  rigorous     14103   16.7       0 1.0e-08
  CSAM          9111   14.7    1568 7.8e-08
  true size    10679   14.7       0 2.5e-08
equal 60, short-range exchange:
  Schwarz      52581  118.0       0 1.6e-08
  rigorous     15508   19.0       0 1.6e-08
  CSAM         10227   17.0    1616 2.1e-07
  true size    11843   17.0       0 4.6e-08
Smallest CSAM/exact, integrals above 1e-8 hartree, equal 60: 0.232
Removed by distance, full exchange, alternating 60: 5860 (19.0 % of Schwarz)
Removed by distance, full exchange, equal 60: 9497 (17.4 % of Schwarz)
Short-range exchange, growth of kept quartets from 30 to 60 atoms:
  Schwarz 3.91, rigorous distance bound 2.26
```
